Die survival and lifetime scaling when segments share one gamma-distributed defect intensity, part 1

(Sections cited here and not found follow in the second part.)

## First half: survival of a segment and of a die

### What goes wrong

A chip contains a long total length of closely spaced copper lines, separated by a low-k dielectric. Breakdown is measured on short test segments taken from many dies, and the results are pooled into one survival curve. To predict the survival of a whole die with N segments, one may raise the segment survival to the power N. That step assumes that segments on the same die fail independently.

Suppose instead that some dies are poor throughout and others good throughout. For the example used below, with N = 1000, the product rule predicts that 36 % of the dies survive 5 h of stress. The correct figure in the model is 44 %. At 20 h the product rule gives 0.2 %, while the correct figure is 6 %.

A second error can follow the first. Since the segments are correlated, one might expect the familiar shortening of lifetime by N^(−1/β) to be lost or weakened. It is not: in the model below it holds for every failure percentile. What does go wrong is reading β from the slope of the pooled segment data. In the example, with the slope taken at the segment median, the predicted time to 100 ppm die failures is too short by a factor of 8.

### The model

A die has N equal segments under constant voltage and temperature. It fails when its first segment fails. Let t be the time under stress, τ a time scale for one segment, and β > 0 a shape parameter. Define the dimensionless load

x = (t/τ)^β.

Each die carries a positive number G, its defect intensity relative to the average die. G is fixed for the life of the die and is the same for all its segments. Given G, breakdown events in a segment form a Poisson process whose expected number up to time t is G x. The segment survives if that number is zero, which for a Poisson variable of mean G x has probability

P(segment survives | G) = exp(−G x).

For known G this is a Weibull law of slope β. A poor die, with large G, has the same slope but a shorter time scale, since G x = (t G^(1/β)/τ)^β.

Given G, the segments are independent. All correlation between them therefore comes from our not knowing G.

From die to die, G follows a gamma law with mean 1 and shape α > 0. Its density at g > 0 is

f(g) = α^α g^(α−1) exp(−α g)/Γ(α).

A small α means that dies differ strongly, and a large α that they are nearly alike. The law of G is taken not to depend on N: a die with more segments is longer, but is not drawn from a better or worse population.

### Averaging over the dies

Both survival functions need the average of exp(−s G) for some s ≥ 0. By definition,

E[exp(−s G)] = (α^α/Γ(α)) ∫ g^(α−1) exp(−(α+s) g) dg,

with the integral from 0 to ∞. Substitute v = (α+s) g. Then g^(α−1) dg = v^(α−1) dv/(α+s)^α, and the remaining integral of v^(α−1) exp(−v) is Γ(α). Hence

E[exp(−s G)] = α^α/(α+s)^α = (1 + s/α)^(−α).

The first derivative with respect to s is −(1 + s/α)^(−α−1), which equals −1 at s = 0. Since that derivative is also −E[G], the mean is 1. The second derivative at s = 0 is (α+1)/α = E[G²]. The variance is therefore

Var G = (α+1)/α − 1 = 1/α.

For a single segment, s = x:

S_1 = (1 + x/α)^(−α).

This is the curve that pooled segment tests measure, provided that each segment comes from a different, randomly chosen die. It is called the marginal survival, because the intensity of the particular die has been averaged out.

For the die, multiply the N conditional survivals first and average afterwards. Given G, the product is exp(−G x)^N = exp(−N G x), so s = N x and

S_N = (1 + N x/α)^(−α).

The product rule does these two operations in the opposite order. It averages each segment first and then multiplies, which gives

S_1^N = (1 + x/α)^(−αN).

### Why the die survives better than the product

For the gamma law the comparison is elementary. Put z = x/α > 0 and take N > 1. The function

b(z) = (1+z)^N − 1 − N z

vanishes at z = 0, and its derivative N[(1+z)^(N−1) − 1] is positive for z > 0. So b(z) > 0, which means

(1+z)^N > 1 + N z.

Raising both sides to the negative power −α reverses the inequality:

(1+z)^(−αN) < (1 + N z)^(−α), that is, S_1^N < S_N.

This holds for every t > 0, every finite α and every N > 1.

The result does not depend on the gamma law. Let Y = exp(−G x) be the conditional segment survival, with G following any law, and let m = E[Y] be its mean. For N > 1 the function y^N is strictly convex for y > 0, so it lies above its tangent at m:

Y^N ≥ m^N + N m^(N−1) (Y − m),

with equality only at Y = m. Now average. The last term vanishes because E[Y − m] = 0, and

E[Y^N] ≥ (E[Y])^N.

The left side is the die survival and the right side is the product. Equality requires Y = m with probability one, which for t > 0 means that G does not vary at all.

### Sharing is the cause, not spread

Now give each segment its own intensity G_i, drawn independently from the same gamma law. Every segment keeps the marginal survival S_1, so pooled segment tests would look the same. But the average of the product now factorizes:

E[exp(−G_1 x) ··· exp(−G_N x)] = E[exp(−G_1 x)] ··· E[exp(−G_N x)] = S_1^N.

The product rule is then correct. The spread of G is the same in both cases, and the difference lies in whether the segments of a die share it. It follows that segment data pooled over dies cannot decide between the two cases. One needs to know which segments came from the same die, or to measure structures of different length.

### The same number of failures on fewer dies

Imagine that stress continues on the other segments after the first has failed, and let K be the number of failed segments on a die at time t. Its mean is

E[K] = N(1 − S_1),

because the mean of a sum is the sum of the means, whether or not the terms are correlated. Sharing therefore neither removes nor adds failures on average.

It does change how they are distributed. For two segments of one die, the probability that both survive is E[Y²], while the product of the separate probabilities is (E[Y])². The covariance of the two survival events is thus

E[Y²] − (E[Y])² = Var Y,

which is positive. There are N(N−1) ordered pairs of segments, so

Var K = N S_1(1 − S_1) + N(N−1) Var Y.

The first term is the independent result. The second describes clustering: failures gather on poor dies. With E[K] unchanged, more dies have no failure at all, and these are the surviving dies.

### What survival reveals about a die

The same effect can be followed segment by segment. Suppose that k segments of a die are known to have survived to time t. By Bayes' rule the density of G on such a die is proportional to the original density times the probability of that observation:

g^(α−1) exp(−α g) · exp(−k g x) = g^(α−1) exp(−(α + k x) g).

This is again a gamma density of shape α, but with α + k x in the exponent instead of α. A gamma law has mean equal to its shape divided by this coefficient, so

E[G | k segments alive] = α/(α + k x).

The more segments have survived, the cleaner the die is likely to be. The chance that one further segment has also survived to t is

S_(k+1)/S_k = [(α + k x)/(α + (k+1) x)]^α = [1 − x/(α + (k+1) x)]^α,

which increases with k. Multiplying these factors from k = 0 to N−1 cancels all intermediate terms and leaves [α/(α + N x)]^α = S_N. The product rule instead uses the first factor, S_1, every time.

The selection also shows in the failure rate of the dies still alive. With dx/dt = β x/t,

h_N = −d ln S_N/dt = N (dx/dt) · α/(α + N x).

This is the failure rate of an average die multiplied by the mean intensity of the survivors. For β > 1 the failure rate of each individual die rises with time, yet h_N rises and then falls. To find the maximum, note that h_N is proportional to t^(β−1)/(1 + N x/α). Its logarithmic derivative with respect to ln t is

(β − 1) − β (N x/α)/(1 + N x/α).

Setting this to zero and multiplying by 1 + N x/α gives β − 1 = N x/α, or N x = α(β−1). A falling failure rate in a population of dies is therefore no evidence that any die improves under stress.

### Early and late times

At early times, when N x is small compared with both 1 and α, expand both survivals to second order in x. From (1+u)^(−a) = 1 − a u + a(a+1)u²/2 − …,

S_N = 1 − N x + N²(α+1)x²/(2α) − …

S_1^N = 1 − N x + N(αN+1)x²/(2α) − …

The first-order terms agree. In the difference, the bracket N²α + N² − N²α − N is N(N−1), so

S_N − S_1^N ≈ N(N−1) x²/(2α).

This is the number of segment pairs, N(N−1)/2, times x²/α, which is the leading covariance of a pair. While failures are rare, a die seldom has two of them, and clustering has little to act on.

At late times, N x ≫ α, the die survival falls as the power law (α/(N x))^α, proportional to t^(−αβ). These survivors are the dies of very small G. When N is large, the product falls far faster, approximately as exp(−N x) as long as N x² ≪ α.

### The effective number of independent segments

A compact measure of the correlation is the number of independent segments that would give the true die survival:

N_eff = ln S_N/ln S_1 = ln(1 + N z)/ln(1 + z), with z = x/α.

For N z ≪ 1 both logarithms equal their arguments to leading order, and N_eff → N. To see how it changes later, define

φ(z) = z/[(1+z) ln(1+z)].

This is the derivative of ln ln(1+z) with respect to ln z. Therefore

d ln N_eff/d ln z = φ(N z) − φ(z).

The reciprocal 1/φ = (1 + 1/z) ln(1+z) has the derivative

−ln(1+z)/z² + 1/z = [z − ln(1+z)]/z²,

which is positive. So φ falls steadily from its limit 1 at z = 0. Since N z > z, the right side above is negative, and N_eff decreases throughout.

At very large z the ratio tends to 1, but slowly: N_eff − 1 ≈ ln N/ln z. For instance, N_eff = 2 requires 1 + N z = (1+z)², or z = N − 2. For N = 1000 and α = 2 the segment survival has by then dropped to 999^(−2), about one in a million. For α of this size the die does not behave like a single segment over the range of practical interest. For small α it comes much closer: with α = 0.1 the same point has segment survival 999^(−0.1) = 0.50.

### Numbers for the survival

Take N = 1000 segments of 1 mm, with β = 1.3, α = 2 and τ = 1000 h. At t = 5 h,

N x = 1000 × (5/1000)^1.3 = 1.020.

The die survival is

S_N = (1 + 1.020/2)^(−2) = 0.439.

The product rule gives 0.361. The effective number of segments is 808, and the mean intensity of the dies still alive is 2/(2 + 1.020) = 0.662.

At 1 h, N x = 0.126 and the two survivals are 0.885 and 0.882. The leading formula for their gap gives 0.126²/4 = 0.0040, against an actual gap of 0.0034; higher orders in N x account for the difference. At 20 h, N x = 6.19, the survivals are 0.060 and 0.002, and N_eff has fallen to 456. The failure rate of the surviving population peaks at N x = 2 × 0.3 = 0.6, which lies between 1 h and 5 h.

## Second half: the time scale, the apparent slope and the limits

### Symbols and results carried over

A die has N segments and fails with the first of them. The load is x = (t/τ)^β. Given the die's intensity G, a segment survives with probability exp(−G x). G is shared by all segments of the die and is gamma distributed with mean 1 and variance 1/α. The segment and die survivals are

S_1 = (1 + x/α)^(−α), S_N = (1 + N x/α)^(−α),

and S_N > S_1^N for N > 1 and t > 0. The function φ(z) = z/[(1+z) ln(1+z)] decreases steadily from 1 as z grows from 0. The example has N = 1000, β = 1.3, α = 2 and τ = 1000 h.

### The exact shift of the time scale

The number of segments enters S_N only through the product N x, and a power law can absorb a factor into its argument:

N x(t) = N (t/τ)^β = (N^(1/β) t/τ)^β = x(N^(1/β) t).

Therefore

S_N(t) = S_1(N^(1/β) t).

Let t_p(N) be the time at which a fraction p of the dies has failed. Then S_1(N^(1/β) t_p(N)) = 1 − p. But S_1 takes the value 1 − p at t_p(1), and it decreases strictly, so the two arguments are equal:

t_p(N) = N^(−1/β) t_p(1).

The factor is the same for every p. On a logarithmic time axis the die curve is the segment curve moved to the left by (ln N)/β, without any change of shape.

The gamma law was not needed. For any shared law of G that does not depend on N, S_N(t) = E[exp(−N G x(t))], and the same replacement applies. The law of G sets the common shape of the segment and die curves, while the exact shift comes from the conditional Weibull law together with the sharing of G.

The power law is needed. If the expected number of events were G H(t) with some other increasing function H, the condition for equal failed fractions would be

N H(t_p(N)) = H(t_p(1)).

The ratio of the two times would then in general depend on p. This happens, for example, when an early defect population with a different slope adds a second power of t to H.

A shared defect intensity makes a die survive better than the product rule predicts, yet its failure times still shift by exactly N^(−1/β) at every percentile. It remains to compare these times with those of the product rule, to see how the slope of pooled data misleads, and to examine the limits of the model for a real dielectric.

All numerical values are calculated from the stated model.
